# Molecular tilt from the polarization dependence of a π* resonance

A planar molecule with a π system is adsorbed on a crystal surface. Polarized X-rays excite a 1s electron into an empty π* orbital, and the strength of this resonance is recorded at different angles of incidence. The task is to find how the strength depends on the orientation of the molecule, and then to obtain the tilt from two measurements.

Let $\hat{\mathbf n}$ be the unit normal of the molecular plane and $\hat{\mathbf z}$ the surface normal. The tilt $\alpha$ is the angle between them, with $0\le\alpha\le 90^\circ$; it equals the angle between the molecular plane and the surface. A molecule lying flat has $\alpha=0$.

## (a) In which direction does the transition dipole point?

**Question.** Use the mirror symmetry of the molecule to find the direction of the 1s→π* transition dipole, and hence the dependence of the absorption on the polarization vector $\mathbf e$.

**Solution.** In the electric-dipole approximation, and in a one-electron picture of the excitation, the golden rule gives a resonance intensity

$$I\propto|\mathbf e\cdot\mathbf d|^2,\qquad \mathbf d=\langle\pi^*|\mathbf r|1s\rangle .$$

Take the origin in the molecular plane and reflect all positions in that plane. The 1s orbital of an atom in the plane is even, while the π* orbital is odd. A component of $\mathbf r$ lying in the plane is even, so its integrand is odd altogether and the integral vanishes. The component along $\hat{\mathbf n}$ is odd, which makes the integrand even and allows a nonzero integral. Therefore $\mathbf d=d\,\hat{\mathbf n}$ and

$$I=A\,|\mathbf e\cdot\hat{\mathbf n}|^2 ,$$

where $A$ contains $|d|^2$ and all factors independent of orientation. It is assumed that the surface does not distort the orbitals enough to spoil the mirror symmetry.

The argument includes the parts of π* on neighbouring atoms. In a two-atom model whose π* has equal and opposite coefficients on the two p lobes, with Slater orbitals (core exponent 5.7 bohr⁻¹, p exponent 1.6 bohr⁻¹, distance 2.6 bohr), the neighbour's p lobe contributes 5.4% as much as the lobe on the excited atom. It enters with the opposite sign because π* is antibonding, but it too points along $\hat{\mathbf n}$. If the neighbour's lobe is twisted by 30° about the bond, the mirror symmetry is lost and the dipole turns away from $\hat{\mathbf n}$ by 1.6°. This figure belongs to the model, which keeps the lobe on the excited atom fixed. For ethylene twisted by 30°, Hartree–Fock orbitals give between 0.1° and 3.3° from the local normal, depending on the basis set and on whether the core hole is imitated, so only the order of magnitude, a few degrees at most, carries over.

A triple bond is a different case. It has two degenerate π* orbitals, with dipoles along two perpendicular directions that are both normal to the bond axis $\hat{\mathbf u}$. Their summed intensity is proportional to $1-|\mathbf e\cdot\hat{\mathbf u}|^2$, so the formulas below do not apply to it.

## (b) What does one molecule absorb?

**Question.** The beam makes an angle $\theta$ with the surface, and a fraction $P$ of its intensity is polarized in the plane of incidence. Set up the polarization vector and the intensity for a molecule whose normal has azimuth $\varphi$.

**Solution.** Let $xz$ be the plane of incidence. The beam direction and the two transverse polarization directions are

$$\hat{\mathbf k}=(\cos\theta,0,-\sin\theta),\quad
\mathbf e_\parallel=(\sin\theta,0,\cos\theta),\quad
\mathbf e_\perp=(0,1,0).$$

Indeed $\hat{\mathbf k}\cdot\mathbf e_\parallel=\cos\theta\sin\theta-\sin\theta\cos\theta=0$. Normal incidence is $\theta=90^\circ$, where the field lies in the surface. At grazing incidence $\mathbf e_\parallel$ is nearly along the surface normal.

With a relative phase $\chi$ between the two components,

$$\mathbf e=\left(\sqrt P\sin\theta,\;e^{i\chi}\sqrt{1-P},\;\sqrt P\cos\theta\right).$$

If the components have no fixed phase relation, the intensity is averaged over $\chi$. The vacuum field is assumed to act on the molecule, without screening by the surface.

The molecular normal is

$$\hat{\mathbf n}=(\sin\alpha\cos\varphi,\;\sin\alpha\sin\varphi,\;\cos\alpha),$$

and since it is real,

$$\frac{I}{A}=|\mathbf e\cdot\hat{\mathbf n}|^2=\sum_{i,j}e_i^*e_j\,n_in_j .$$

The orientation enters through the products $n_in_j$ alone.

## (c) What does the substrate symmetry do?

**Question.** An $N$-fold rotation axis of the substrate makes $N$ azimuths equivalent, $\varphi_k=\varphi_0+2\pi k/N$ with $k=0,\dots,N-1$. Suppose they are equally populated. Average $n_in_j$ over them and find which $N$ remove all dependence on $\varphi_0$.

**Solution.** The products are

$$n_x^2=\tfrac12\sin^2\alpha\,(1+\cos2\varphi),\qquad
n_y^2=\tfrac12\sin^2\alpha\,(1-\cos2\varphi),$$

$$n_xn_y=\tfrac12\sin^2\alpha\,\sin2\varphi,\qquad n_z^2=\cos^2\alpha,$$

$$n_xn_z=\sin\alpha\cos\alpha\cos\varphi,\qquad
n_yn_z=\sin\alpha\cos\alpha\sin\varphi .$$

Apart from constants, they contain $\cos m\varphi$ and $\sin m\varphi$ with $m=1$ or $2$. These are the real and imaginary parts of $e^{im\varphi}$, whose average is

$$\frac1N\sum_{k=0}^{N-1}e^{im\varphi_k}
=\frac{e^{im\varphi_0}}N\sum_{k=0}^{N-1}q^k,\qquad q=e^{2\pi im/N}.$$

If $q\ne1$, the geometric sum is $(1-q^N)/(1-q)$, which vanishes because $q^N=e^{2\pi im}=1$. The exception $q=1$ occurs when $N$ divides $m$. For $N\ge3$ neither $m=1$ nor $m=2$ is divisible by $N$, so all oscillating terms vanish:

$$\langle n_x^2\rangle=\langle n_y^2\rangle=\tfrac12\sin^2\alpha,\qquad
\langle n_z^2\rangle=\cos^2\alpha,\qquad
\langle n_in_j\rangle=0\;\;(i\neq j).$$

Threefold symmetry is thus enough, and higher symmetry gives the same result. Mirror planes of the substrate can add a second set of $N$ azimuths with another $\varphi_0$; for $N\ge3$ its averages are the same, since they do not depend on $\varphi_0$. For $N=2$ the $m=2$ terms survive. Equal population is a separate assumption: the substrate makes the azimuths equivalent, but steps or the history of the sample may favour one of them.

## (d) How does the resonance depend on both angles?

**Question.** Combine (b) and (c). Write the result for in-plane polarization as a product of a function of $\theta$ and a function of $\alpha$, plus a constant. Which angles are special?

**Solution.** The off-diagonal averages vanish, and the phase $\chi$ disappears with them. Hence

$$\frac IA=\tfrac12\sin^2\alpha\left(|e_x|^2+|e_y|^2\right)+\cos^2\alpha\,|e_z|^2 .$$

Define $c=|e_z|^2=P\cos^2\theta$, the fraction of the intensity polarized along the surface normal. Since $\mathbf e$ has unit length, $|e_x|^2+|e_y|^2=1-c$, and

$$\boxed{\frac IA=c\cos^2\alpha+\tfrac12(1-c)\sin^2\alpha}$$

Setting $P=1$ and $P=0$ gives the two pure polarizations:

$$I_\parallel=\cos^2\theta\cos^2\alpha+\tfrac12\sin^2\theta\sin^2\alpha,\qquad
I_\perp=\tfrac12\sin^2\alpha .$$

Because $1-P\cos^2\theta=P\sin^2\theta+(1-P)$, the boxed result is $I=A[P I_\parallel+(1-P)I_\perp]$.

For the product form, let $a=3\cos^2\theta-1$ and $b=3\cos^2\alpha-1$. Then $\cos^2\theta=(1+a)/3$ and $\sin^2\theta=(2-a)/3$, with the same relations between $\alpha$ and $b$. Therefore

$$I_\parallel=\frac{(1+a)(1+b)}9+\frac{(2-a)(2-b)}{18}
=\frac{2+2a+2b+2ab+4-2a-2b+ab}{18}=\frac{6+3ab}{18},$$

which is Stöhr's expression:

$$I_\parallel=\frac13\left[1+\tfrac12(3\cos^2\theta-1)(3\cos^2\alpha-1)\right].$$

The same algebra with $c$ in place of $\cos^2\theta$ gives

$$\frac IA=\frac13\left[1+\tfrac12(3c-1)(3\cos^2\alpha-1)\right].$$

A flat molecule has $I=Ac$ and is dark at normal incidence. An upright one has $I=\tfrac12A(1-c)$ and is strongest there.

If $\cos^2\alpha=1/3$, that is $\alpha=54.7^\circ$, the resonance does not depend on the incidence angle. Randomly oriented molecules have $\langle\cos^2\alpha\rangle=1/3$ and behave in the same way, so a constant signal does not prove that all molecules are tilted by 54.7°. Conversely, if $c=1/3$ the signal does not depend on the tilt. This requires $P\ge1/3$; for $P=0.90$ it happens at $\theta=52.5^\circ$.

## (e) How do two incidence angles give the tilt?

**Question.** Let $R=I(\theta_1)/I(\theta_2)$, with $c_i=P\cos^2\theta_i$ and $c_1<c_2<1$. Solve for $\alpha$, show that the solution is unique, and find its sensitivity to an error in $R$.

**Solution.** Both intensities must be background-subtracted and normalized to the same photon flux and number of molecules, so that $A$ cancels. Then

$$c_1\cos^2\alpha+\tfrac12(1-c_1)\sin^2\alpha
=R\left[c_2\cos^2\alpha+\tfrac12(1-c_2)\sin^2\alpha\right].$$

Divide by $\cos^2\alpha$, for $\alpha\ne90^\circ$, and collect the terms in $\tan^2\alpha$:

$$\tfrac12\left[(1-c_1)-R(1-c_2)\right]\tan^2\alpha=Rc_2-c_1,$$

$$\boxed{\tan^2\alpha=\frac{2(Rc_2-c_1)}{(1-c_1)-R(1-c_2)}}$$

For uniqueness, use $s=\sin^2\alpha$ and write each signal as

$$g_i=\frac{I(\theta_i)}A=c_i+\tfrac12(1-3c_i)s .$$

The quotient rule gives

$$\frac{dR}{ds}=\frac{\tfrac12(1-3c_1)g_2-\tfrac12(1-3c_2)g_1}{g_2^2}
=\frac{c_2-c_1}{2g_2^2}>0 .$$

In the numerator the terms proportional to $s$ cancel, leaving $\tfrac12[(1-3c_1)c_2-(1-3c_2)c_1]=\tfrac12(c_2-c_1)$. Thus $R$ rises steadily from $c_1/c_2$ for flat molecules to $(1-c_1)/(1-c_2)$ for upright ones, and each value between these limits belongs to one $\alpha$. A ratio outside them by several times its standard error points to a failed assumption or normalization; close to a limit, the error alone can carry $R$ across it.

Since $ds/d\alpha=\sin2\alpha$,

$$\frac{d\alpha}{dR}=\frac{2g_2^2}{(c_2-c_1)\sin2\alpha}\quad\text{(radians)}.$$

This grows without bound as $\alpha$ approaches 0 or 90°. There the linear error estimate fails, and the limits of $R$ should be inverted directly.

## (f) Find the tilt in a numerical case

**Question.** Take $P=0.90$, $\theta_1=90^\circ$, $\theta_2=20^\circ$ and $R=0.40\pm0.02$. These are round model values. Find the tilt and its uncertainty.

**Solution.** At normal incidence $c_1=0$. At the grazing angle $c_2=0.90\cos^2 20^\circ=0.7947$. Hence

$$\tan^2\alpha=\frac{2(0.40)(0.7947)}{1-0.40(1-0.7947)}
=\frac{0.6358}{0.9179}=0.693,$$

and $\alpha=39.8^\circ$ (0.694 rad). The corresponding signals are $I(\theta_1)/A=0.2046$ and $I(\theta_2)/A=0.5115$, whose ratio is 0.40 as required.

The sensitivity is 38.4° per unit of $R$, so the uncertainty of 0.02 gives $38.4^\circ\times0.02=0.8^\circ$. Direct inversion of $R=0.38$ and $R=0.42$ gives 39.0° and 40.5°, in agreement. Assuming perfect polarization, $P=1$, would give 40.7°, a shift comparable with the error from $R$. The vacuum-field assumption of (b) can matter at the same level. If the wave reflected by the substrate is included through the Fresnel coefficients, with a refractive index $1-\delta+i\beta'$ and assumed values of $\delta$ and $\beta'$ between 0.002 and 0.01 at 285 eV, the apparent tilt comes out lower by about 0.2° to 1°.

A third angle tests whether $I$ is linear in $\cos^2\theta$ at fixed $P$, as the model requires. Passing this test does not confirm the tilt: in the two twofold cases of (g) the off-diagonal averages vanish and $I/A=P(\sin^2\theta\langle n_x^2\rangle+\cos^2\theta\langle n_z^2\rangle)+(1-P)\langle n_y^2\rangle$, which is also linear in $\cos^2\theta$, so they pass the test although the tilt obtained is wrong. The test does fail when $\langle n_xn_z\rangle\ne0$, which adds a term in $\sin\theta\cos\theta$: for the unequal domains of (g) the signal at 55° is $0.449A$, against $0.371A$ on the line through the other two points. At 55° the predicted signal is $0.319A$, or $0.319/0.5115=0.62$ of the signal at 20°. The numerical check confirms the tilt by finding the root of an explicit sum over domains.

## (g) When is the tilt misleading?

**Question.** Keep the true tilt at 39.8° and examine twofold symmetry and unequal domains. Then decide what a spread of tilts does, and what $\alpha$ says about a long axis lying in the molecular plane.

**Solution.** With two domains 180° apart the result depends on how the sample is turned. If the tilted normals lie in the plane of incidence, the formula of (e) returns 49.2°; if they lie perpendicular to it, 19.8°. The surviving $m=2$ terms cause this error. Mirror planes of a twofold substrate can add the azimuths $-\varphi_0$ and $180^\circ-\varphi_0$; in the special case $\varphi_0=45^\circ$ the four azimuths are 90° apart and the error disappears.

Now let three domains at azimuths 0°, 120° and 240° have populations 0.5, 0.3 and 0.2, with $\chi=90^\circ$. The same intensities follow if $\chi$ is random, since the terms containing it then average to zero. The signal at normal incidence rises from $0.2046A$ to $0.2455A$, and at 20° from $0.5115A$ to $0.5829A$. The two changes partly cancel in the ratio, and the apparent tilt is 40.6°, close to the true one. This agreement is accidental: when the sample is rotated about its normal in steps of 5°, the apparent tilt runs from 35.1° to 45.0°. With equal populations it stays constant. A dependence on sample azimuth therefore reveals that the averaging condition is not met.

If the molecules have several tilts but the same $A$, and each tilt is spread equally over the domains, the linearity of $I$ in $\sin^2\alpha$ means that the measurement yields $\langle\sin^2\alpha\rangle$. An equal mixture of 20° and 60° appears as a single tilt of 41.2°. A third incidence angle cannot expose the mixture, because its signal lies on the same straight line in $\cos^2\theta$.

Finally, let $\hat{\mathbf u}$ be the long axis, at angle $\beta\le90^\circ$ from the surface normal. Complete $\hat{\mathbf u}$ and $\hat{\mathbf n}$ to an orthonormal set with $\hat{\mathbf w}$. Then $u_z^2+n_z^2+w_z^2=1$, so

$$\cos^2\beta=u_z^2\le1-\cos^2\alpha=\sin^2\alpha
\quad\Rightarrow\quad\beta\ge90^\circ-\alpha .$$

In the example $\beta$ is at least 50.2°. The π* resonance depends on $\hat{\mathbf n}$ alone, so it leaves open the direction of the long axis within the molecular plane. Averaged over three or more equally populated domains, it fixes the inclination of that plane but not the azimuth $\varphi_0$ toward which the plane leans.

## Computed results

```
DIPOLE MODEL (Slater orbitals)
core exponent: 5.7 bohr^-1
p exponent: 1.6 bohr^-1
bond length: 2.6 bohr
one-centre 1s-2p dipole: 0.06802 e bohr
neighbour p / own p contribution: 0.05355
planar pi*, dipole-normal angle: 7.6e-07 deg
twist of neighbour lobe in control: 30 deg
twisted pi*, dipole-normal angle: 1.608 deg
DOMAIN AVERAGE
largest error of formula, 3 to 6 domains: 3.3e-16
WORKED EXAMPLE
polarization fraction P: 0.90
incidence angles: 90 and 20 deg
measured ratio R: 0.40 +/- 0.02
c1 = P cos^2(theta1): 0.0000
c2 = P cos^2(theta2): 0.7947
tan^2(tilt): 0.6927
tilt from formula: 39.77 deg = 0.6941 rad
tilt from domain-sum root: 39.77 deg
I(theta1)/A: 0.2046
I(theta2)/A: 0.5115
d(tilt)/dR: 38.36 deg per unit R
linear tilt uncertainty: 0.77 deg
tilt at R-dR and R+dR: 38.99 and 40.52 deg
tilt if P = 1 is assumed: 40.72 deg
predicted I/A at 55 deg incidence: 0.3190
minimum long-axis angle from surface normal: 50.23 deg
SPECIAL ANGLES AND LIMITS
tilt with no incidence dependence: 54.74 deg
incidence with no tilt dependence: 52.51 deg
equal mixture of tilts: 20 and 60 deg
apparent tilt of mixture: 41.18 deg
apparent tilt, twofold, azimuth 0 deg: 49.17 deg
apparent tilt, twofold, azimuth 90 deg: 19.80 deg
unequal populations, azimuths 0, 120, 240 deg: 0.5 0.3 0.2
their I(theta1)/A and I(theta2)/A: 0.2455 and 0.5829
their apparent tilt at these azimuths: 40.57 deg
their lowest apparent tilt on rotation: 35.14 deg
their highest apparent tilt on rotation: 45.03 deg
```
